The frozen nuclear core around a donor: a two-nucleus model

**Result**

Nuclear spins diffuse by flip-flops: one nucleus turns up while a neighbour turns down. Close to a neutral donor the two nuclei usually feel different hyperfine fields, so the exchange costs energy that their weak mutual coupling cannot supply. For two like spin-1/2 nuclei with dipolar coupling b and hyperfine couplings A₁ and A₂, the exchange probability is

P(t) = [b²/(b² + Δ²)] sin²(πΩt), Ω = ½√(b² + Δ²), Δ = A₁ − A₂.

A pair is called frozen when |Δ| > |b|. The region where most pairs are frozen is the frozen core. It has no sharp surface, and its nuclei are detuned rather than immobile.

All couplings are frequencies, energy divided by h. The magnetic field is uniform and strong, the nuclei are unpolarised, and the electron keeps S_z = +½ or −½ during the exchange. The negative sign of the ²⁹Si moment does not affect P, so magnitudes are used for A and γ.

**1. The dipolar coupling drives the exchange**

Let R be the pair separation, n the unit vector along it, θ its angle to the field, and γ′ = γ/2π. The dipolar Hamiltonian is

H_d = K[I₁·I₂ − 3(I₁·n)(I₂·n)], K = μ₀hγ′²/(4πR³).

A strong field suppresses terms that change I₁z + I₂z. The surviving parts of the two products are

I₁·I₂ = I₁zI₂z + ½(I₁₊I₂₋ + I₁₋I₂₊),

(I₁·n)(I₂·n) → cos²θ I₁zI₂z + ¼sin²θ(I₁₊I₂₋ + I₁₋I₂₊).

The flip-flop coefficient is therefore K(½ − ¾sin²θ) = −K(1 − 3cos²θ)/4, and

H_d → b[I₁zI₂z − ¼(I₁₊I₂₋ + I₁₋I₂₊)], b = K(1 − 3cos²θ).

The states ↑↓ and ↓↑ are thus joined by the matrix element −b/4.

The example is a rough model of a phosphorus donor in natural silicon, at 0.35 T and 2 K. The pair consists of second neighbours along [110], with the field along [001]. Then R = δ = 0.384 nm, cosθ = 0 and b = 83.8 Hz, so the driving element has magnitude 20.9 Hz.

**2. The hyperfine difference opposes it**

The contact coupling follows from the field that the electron's magnetisation M(r) produces at a nucleus. For a spherical distribution magnetised along z, the bound current density is −M′(r)sinθ, where θ is now the polar angle. A ring of radius r sinθ carries dI = −M′(r)sinθ r dr dθ and gives the central field μ₀dI(r sinθ)²/(2r³). Summing the rings gives

B_c = (μ₀/2)[∫₀^∞ −M′(r)dr][∫₀^π sin³θ dθ] = (μ₀/2)M(0)(4/3) = (2/3)μ₀M(0).

Apply this to the locally spherical density around each nucleus. With a spherical envelope of radius a, and a factor η for the concentration of the Bloch function at a nucleus,

A(r) = A₀exp(−2r/a), A₀ = (2/3)μ₀gμ_Bγ′η/(πa³).

The electron Zeeman energy suppresses electron flips, leaving S_z(A₁I₁z + A₂I₂z). Its value is S_zΔ/2 in ↑↓ and −S_zΔ/2 in ↓↑. The nuclear Zeeman energies cancel in both states, and I₁zI₂z has the same value in both. Apart from a constant,

H = (S_zΔ/2)σz − (b/4)σx.

For S_z = ±½ this is H = (Ω/2)n±·σ, with

n± = (−b, 0, ±Δ)/√(b² + Δ²).

The evolution operator is

U± = exp(−2πiHt) = cos(πΩt) − i sin(πΩt)n±·σ.

Its off-diagonal element has squared magnitude [b²/(b² + Δ²)]sin²(πΩt), which is P(t). Reversing the electron reverses the detuning but leaves P unchanged.

This law was compared with the dynamics of all eight states of the electron and two nuclei, including the full contact coupling, the full nuclear dipole tensor and the Zeeman terms. For the example pair at 4.00, 7.67 and 10.00 nm, the difference stayed below 0.5% of the peak probability over two exchange cycles.

If the donor is ionised, Δ = 0. An isolated pair then exchanges completely after 1/|b| = 11.9 ms. The electron's hyperfine gradient is what had blocked it.

**3. Where the two contributions balance**

For a pair lying along the radius, with its midpoint at r,

Δ = A(r − δ/2) − A(r + δ/2) = A(r)[exp(δ/a) − exp(−δ/a)] = 2A(r)sinh(δ/a) ≡ G(r).

Setting G(r_c) = |b| and taking the logarithm gives

r_c = (a/2)ln[2A₀sinh(δ/a)/|b|].

With a = 1.7 nm and η = 180, A₀ = 1.53 MHz and r_c = 7.67 nm. A sphere of this radius contains about 4400 ²⁹Si nuclei on average. The logarithm makes the radius insensitive to the criterion: requiring twice the detuning moves it inward by only 0.59 nm.

For radial pairs with b held fixed:

r (nm) | Δ (Hz) | peak P
4.00 | 6315 | 0.000176
6.00 | 600.5 | 0.0191
7.67 | 83.8 | 0.500
10.00 | 5.4 | 0.996

Deep inside, peak P ≈ b²/Δ². Far outside, it approaches one.

**4. Orientation leaves gaps in the core**

A pair lying across the gradient can have nearly equal couplings even close to the donor. Let α be the angle between the pair axis and the radius. To first order in δ/r the nuclei lie at r ± (δ/2)cosα. For δ smaller than a, therefore,

Δ ≈ 2A(r)sinh(δcosα/a) ≈ G(r)cosα.

Keep the pair axis fixed, so that b is fixed, and place the midpoint anywhere on a sphere of radius r < r_c. Then x = |cosα| is uniformly distributed from 0 to 1. A pair is active when x < |b|/G, so the active fraction is

|b|/G(r) = G(r_c)/G(r) = exp[−2(r_c − r)/a].

This fraction is one half at r = r_c − (a/2)ln 2 = 7.08 nm. Most of these pairs are frozen only inside that radius; in the smooth model, r_c is the outer limit, where even a radial pair ceases to be frozen.

The mean peak probability is

∫₀¹ b²/(b² + G²x²)dx = (|b|/G)arctan(G/|b|).

For G ≫ |b| this tends to π|b|/(2G). The average falls as the first power of |b|/G, while a radial pair falls as the square. At 4.00 nm the active fraction is 83.8/6315 = 0.0133 and the mean peak probability is 0.0207, more than a hundred times the radial value. The few pairs lying across the gradient dominate the average: the active ones supply half of it, and those with x < 5|b|/G nearly nine tenths.

These laws treat the midpoint as continuous. On the diamond lattice its projection on the pair axis comes in steps of δ/2, so a fraction of about δ/(4r) of these pairs are mirror pairs with Δ = 0 (section 7). Inside about 4.4 nm this fraction exceeds |b|/G and falls only as 1/r. At 3 nm about 0.03 of the lattice pairs are active, against 0.004 from the continuum formula.

**5. Dephasing lets frozen pairs leak**

The coherent solution returns to its starting state. Noise can interrupt that return and turn a small oscillation into slow transfer. Suppose fast noise destroys the coherence between a = ↑↓ and b = ↓↑ at rate Γ. Write ω = πΔ for the angular splitting and v = πb/2 for the angular coupling. The density matrix ρ obeys

dρ_ab/dt = −(Γ + iω)ρ_ab + iv(ρ_bb − ρ_aa),

dρ_aa/dt = 2v Im ρ_ab.

When v² ≪ Γ² + ω², the populations change slowly and, after several times 1/Γ, the coherence follows them. Setting its derivative to zero gives

ρ_ab = iv(ρ_bb − ρ_aa)/(Γ + iω),

Im ρ_ab = vΓ(ρ_bb − ρ_aa)/(Γ² + ω²).

Hence dρ_aa/dt = W(ρ_bb − ρ_aa), with

W = 2v²Γ/(Γ² + ω²) = (π²b²/2)Γ/(Γ² + π²Δ²).

The other population changes oppositely, so the population difference decays at 2W. For the radial pair at 4.00 nm and an assumed Γ = 200 s⁻¹, W = 0.0176 s⁻¹ and 1/(2W) = 28 s. This radial pair is slow, not permanently fixed. The number requires noise with a correlation time well below 1/(π|Δ|) = 50 μs; with the same Γ, a correlation time much longer than this gives much slower leakage. The value of Γ is only an illustration: with a correlation time of 10 μs it needs fluctuations of the splitting of about 700 Hz rms. Exponentially correlated noise of 34.7 Hz rms, the size of the nuclear bath shift in section 7, gives 1/(2W) of at least about 5 × 10³ s, and about 2 × 10⁵ s at the correlation time of about 4 ms for which Γ = 200 s⁻¹. It also requires S_z to stay constant throughout; a purely static random field would not produce this decay.

**6. What the electron echo feels**

An exchange changes the electron frequency by Δ in magnitude. A harmful pair must therefore both flip and shift the electron. These requirements compete.

In a Hahn echo with half-time τ, the two electron branches drive the nuclei by X = U₋U₊ and Y = U₊U₋. Put φ = πΩτ and

p = sinφ cosφ(n₊ + n₋), q = sin²φ(n₋ × n₊).

Multiplying the Pauli matrices gives

X = x₀ − i(p + q)·σ, Y = x₀ − i(p − q)·σ,

where x₀ = cos²φ − sin²φ(n₊·n₋). Since p is perpendicular to q and unitarity requires x₀² + p² + q² = 1, the branch overlap is

½Tr(Y†X) = x₀² + p² − q² = 1 − 2q².

Here |n₋ × n₊| = 2|bΔ|/(b² + Δ²). Half of the unpolarised pairs are antiparallel; the other half give a static shift that the echo removes. Averaging the two groups gives

V = 1 − [4b²Δ²/(b² + Δ²)²]sin⁴(πΩτ).

The possible loss is greatest at |Δ| = |b|, where the prefactor is one. For the example pair at r_c, the deepest loss comes at τ = 1/(√2|b|) = 8.44 ms. With the smooth contact coupling alone, the radial pair at 4.00 nm loses at most 0.00071, because it hardly flips. The one at 10.00 nm loses at most 0.017, because its flips hardly shift the electron. In real silicon, valley interference makes these limits vary widely from site to site.

Early times order the pairs differently. For πΩτ ≪ 1, sin(πΩτ) ≈ πΩτ, so

1 − V ≈ (π⁴/4)b²Δ²τ⁴.

At first, larger detuning does more harm. To find where this stops for |b|τ ≪ 1 and |Δ| ≫ |b|, put x = π|Δ|τ/2:

1 − V ≈ π²b²τ² sin⁴x/x².

Setting the logarithmic derivative to zero gives 4cot x = 2/x, or tan x = 2x, with x = 1.1656 at the highest maximum. For τ = 0.2 ms this means |Δ| = 3710 Hz. The corresponding radial pair lies at

7.67 − 0.85 ln(3710/83.8) = 4.45 nm,

well inside the core, and its loss is 0.00145. Freezing limits the eventual loss from such a pair, but does not silence it at short times. This ranking concerns single radial pairs with the same b; the total decay also depends on how many pairs there are.

**7. Weighing the neglected contributions**

**Valley structure.** The smooth envelope omits a large correction. Interference between the six silicon valleys makes A vary from site to site. A count of lattice pairs along [110] and [1−10], all with the same b, used an effective-mass estimate with transverse and longitudinal radii of 2.0 and 1.2 nm. The radius at which half the pairs are frozen moved from 7.05 to 8.42 nm. Most of the shift comes from interference: anisotropy alone gives about 7.3 nm, and interference with the spherical envelope about 8.3 nm. The valley value is good to a few tenths of a nanometre at best; raising the transverse radius from 2.0 to 2.1 nm moves it to about 8.6 nm. At 8.0 nm the smooth model froze none of these pairs, while the valley model froze 63%.

At 5.0 nm both models left about 4% active. Some pairs are protected by symmetry: if the two nuclei are mirror images in a {110} plane through the donor, their contact couplings are equal in either model.

**Other nuclei.** Another ²⁹Si nucleus shifts the pair splitting by the difference of its couplings to the two members, multiplied by its spin ±½. Summed over random occupation and orientation, the rms shift is 34.7 Hz. At r_c the electron contributes Δ/2 = 41.9 Hz, so the boundary is blurred. For the radial pair at 4.00 nm it contributes about 3160 Hz, and the bath shift is minor. For a pair lying across the gradient the electron contributes little, so the bath shift still matters. The bath also hinders exchange without the electron: a static offset of 34.7 Hz lowers the peak probability from one to 41.9²/(41.9² + 34.7²) = 0.59. The rms is weighted towards rarely occupied close sites; the median shift is about 21 Hz, and the peak probability averaged over static configurations is about 0.73.

**Remaining terms.** The dipolar hyperfine field changes by 5.2 Hz across the example pair at r_c if the electron is taken as a point dipole, and by 4.9 Hz for the extended smooth cloud, about 6% of b. This change falls only as about 1/r⁴, more slowly than the contact difference. For the example pair at 10.00 nm it is about 1.8 Hz and opposes the contact difference of 5.4 Hz, lowering the largest echo loss there from 0.017 to about 0.008, so the contact model is less accurate far outside the core. The electron can also mediate exchange through a virtual flip, with element (A₁/2)(A₂/2)/f_e, where f_e = 9.80 GHz is its Zeeman frequency. At 4.00 nm this is 0.0049 Hz, negligible beside 20.9 Hz. The thermal nuclear polarisation is 3.6 × 10⁻⁵. With a rough valley gap of 10 meV and kT = 0.172 meV, thermal occupation of the excited 1s states is also negligible.

**The real donor**

The isotope fraction is that of natural silicon; the envelope radii and η are rough. A real phosphorus donor does not have the smooth envelope assumed here, and the valley estimate moves the half-frozen radius outward by about 1.4 nm. Measured electron echoes in natural silicon decay in roughly a few tenths of a millisecond, much less than 1/|b| = 11.9 ms for the example pair, so the losses at |b|τ ≪ 1 matter there. The two-nucleus model does not predict that decay time, which requires a sum over many pairs. Other orientations and separations generally have different b and hence different boundaries. The numerical output gives the remaining values.

Calculated quantities

```
envelope radius a = 1.7 nm; density factor eta = 180
lattice constant = 0.543 nm; 29Si fraction = 0.047
29Si gamma/2pi magnitude = 8.46 MHz/T; g = 2.0
field = 0.35 T; temperature = 2.0 K
electron frequency = 9.80 GHz; nuclear = 2.96 MHz
pair length = 0.384 nm; dipolar b = 83.8 Hz
central contact coupling A0 = 1.53 MHz
core radius r_c = 7.67 nm
mean number of 29Si inside r_c = 4446
radial pairs: r (nm), A (Hz), D (Hz), exchange depth, echo depth
  4.00  13861.9  6315.0  1.760e-04  7.038e-04
  6.00  1318.1  600.5  1.909e-02  7.492e-02
  7.67  183.9  83.8  5.000e-01  1.000e+00
  10.00  11.9  5.4  9.958e-01  1.666e-02
ionised donor: full exchange time = 11.9 ms
at 4.0 nm: active position fraction = 0.0133
at 4.0 nm: mean exchange depth = 0.0207
assumed dephasing rate = 200 1/s
at 4.0 nm: radial one-way rate W = 0.0176 1/s
at 4.0 nm: leakage time 1/(2W) = 28.4 s
r_c: echo half-time of deepest loss = 8.44 ms
short echo half-time = 0.2 ms
root of tan x = 2x: x = 1.1656
worst detuning at that time = 3710 Hz
radius of that radial pair = 4.45 nm
its echo loss 1-V = 1.45e-03
valley model radii = 2.0 and 1.2 nm; k0 = 0.85 (2pi/a_lat)
lattice pairs frozen: r (nm), smooth model, valley model
  5.0  0.956  0.960
  6.5  0.739  0.881
  8.0  0.000  0.627
  9.5  0.000  0.143
  11.0  0.000  0.000
half-frozen radius, smooth model = 7.05 nm
half-frozen radius, valley model = 8.42 nm
dipolar hyperfine change across pair at r_c = 5.2 Hz
mediated exchange element at 4.0 nm = 0.0049 Hz
dipolar exchange element b/4 = 20.9 Hz
rms pair detuning by other 29Si = 34.7 Hz
electron pair detuning D/2 at r_c = 41.9 Hz
r_c shift if the threshold doubles = -0.59 nm
thermal nuclear polarisation = 3.6e-05
kT = 0.172 meV; assumed valley gap = 10 meV
Boltzmann factor of excited 1s = 6.3e-26
```
